**Comb and multinomial resampling compared by exact enumeration**

Walkers of weight wᵢ and total W are replaced by M copies of weight W/M; the expected copy number is mᵢ = M wᵢ/W, with fractional part rᵢ. The program asserts that both schemes reproduce this mean, that the comb variance is rᵢ(1 − rᵢ), and that the multinomial variance mᵢ(1 − mᵢ/M) is never smaller in the six-walker example and 60 random weight sets. For the six walkers, linear programming confirms that the comb variance is the least possible for an integer copy number of the given mean. The summed copy-number variances there are 1.05 for the comb and 4.59 for multinomial resampling. A case with alternating signs shows the limit of the result: the variance of the average is 1 for the comb, 0.25 for multinomial resampling and 0.143 for a shuffled comb. An enumerated two-step walk keeps the exact expected weights when copies carry W/M. Resetting the copies to weight one lowers the share of state 1 from 0.780 to 0.770.

## Numerical check

```python
"""Comb versus multinomial resampling of weighted Monte Carlo walkers.

Result under test: with weights w_i, total W, M copies of weight W/M and
m_i = M w_i / W, both schemes give mean copy number m_i. The comb variance is
r(1-r), r = fractional part of m_i, the least possible for an integer of that
mean; the multinomial variance is m_i(1 - m_i/M), which is never smaller.
The ordering holds for single copy numbers, not for every weighted average.
Expectations are exact sums over all outcomes in rational arithmetic.
"""
from bisect import bisect_right
from fractions import Fraction as F
from itertools import accumulate, combinations, permutations, product
from math import exp, factorial, floor, sqrt
import random

import numpy as np
from scipy.optimize import linprog


def comb_segments(weights, copies):
    """Intervals of the offset u with constant copy numbers: (lo, hi, counts)."""
    edges = list(accumulate(weights))
    total = edges[-1]
    cuts = sorted({F(0), F(1)} | {(copies * c / total) % 1 for c in edges})
    segments = []
    for lo, hi in zip(cuts, cuts[1:]):
        offset = (lo + hi) / 2
        counts = [0] * len(weights)
        for tooth in range(copies):
            counts[bisect_right(edges, (offset + tooth) * total / copies)] += 1
        segments.append((lo, hi, tuple(counts)))
    return segments


def comb_outcomes(weights, copies):
    return [(hi - lo, n) for lo, hi, n in comb_segments(weights, copies)]


def compositions(total, parts):
    if parts == 1:
        yield (total,)
        return
    for first in range(total + 1):
        for rest in compositions(total - first, parts - 1):
            yield (first,) + rest


def multinomial_outcomes(weights, copies):
    total = sum(weights)
    outcomes = []
    for counts in compositions(copies, len(weights)):
        prob = F(factorial(copies))
        for n, w in zip(counts, weights):
            prob *= (w / total) ** n / factorial(n)
        outcomes.append((prob, counts))
    return outcomes


def average(outcomes, function):
    return sum(prob * function(counts) for prob, counts in outcomes)


def mean_and_variance(outcomes, function):
    mean = average(outcomes, function)
    return mean, average(outcomes, lambda n: (function(n) - mean) ** 2)


def population_mean(values, copies):
    """Average of a walker property over the resampled population."""
    return lambda n: sum(c * v for c, v in zip(n, values)) / F(copies)


# ---- worked example: six walkers, six copies
w = [F(s) for s in ("0.3", "0.6", "0.9", "1.2", "1.8", "2.7")]
energy = [F(s) for s in ("-1.20", "-1.10", "-1.16", "-1.08", "-1.14", "-1.12")]
M = 6
W = sum(w)
comb = comb_outcomes(w, M)
multi = multinomial_outcomes(w, M)
assert sum(p for p, _ in comb) == 1 and sum(p for p, _ in multi) == 1

print(f"Walkers N = {len(w)}, copies M = {M}, total weight W = {float(W):.2f}")
print(f"Weight of each copy W/M = {float(W / M):.4f}")
print("Comb: range of offset u, copy numbers of walkers 1-6")
for lo, hi, counts in comb_segments(w, M):
    print(f"  {float(lo):.2f}-{float(hi):.2f}  {counts}")

print("i, weight, energy (Eh), expected copies m")
for i in range(len(w)):
    print(f"  {i+1} {float(w[i]):.1f} {float(energy[i]):.2f} {float(M*w[i]/W):.2f}")

print("i, variance comb, variance multinomial, P(lost) comb, P(lost) multin.")
sum_comb = sum_multi = F(0)
for i in range(len(w)):
    m = M * w[i] / W
    k = floor(m)
    r = m - k
    mean_c, var_c = mean_and_variance(comb, lambda n: n[i])
    mean_m, var_m = mean_and_variance(multi, lambda n: n[i])
    assert mean_c == m and mean_m == m
    assert var_c == r * (1 - r)
    assert var_m == m * (1 - m / M)
    assert var_c < var_m
    # the excess variance is the mean of a product that is never negative
    assert var_m - var_c == average(multi, lambda n: (n[i] - k) * (n[i] - k - 1))
    lost_c = average(comb, lambda n: int(n[i] == 0))
    lost_m = average(multi, lambda n: int(n[i] == 0))
    assert lost_c == max(F(0), 1 - m)
    assert lost_m == (1 - w[i] / W) ** M
    # least variance of any distribution on 0..M with mean m
    numbers = np.arange(M + 1)
    best = linprog(numbers ** 2, A_eq=np.array([np.ones(M + 1), numbers]),
                   b_eq=[1.0, float(m)], bounds=(0, None))
    assert best.success and abs(best.fun - float(m) ** 2 - float(var_c)) < 1e-7
    sum_comb += var_c
    sum_multi += var_m
    print(f"  {i+1} {float(var_c):.4f} {float(var_m):.4f}"
          f" {float(lost_c):.4f} {float(lost_m):.4f}")
print(f"Sum of variances: comb {float(sum_comb):.4f},"
      f" multinomial {float(sum_multi):.4f}")

# ---- energy average: mean preserved, noise depends on walker order
exact_energy = sum(a * e for a, e in zip(w, energy)) / W
estimate = population_mean(energy, M)
e_comb, v_comb = mean_and_variance(comb, estimate)
e_multi, v_multi = mean_and_variance(multi, estimate)
assert e_comb == exact_energy and e_multi == exact_energy
second_moment = sum(a * e * e for a, e in zip(w, energy)) / W
assert v_multi == (second_moment - exact_energy ** 2) / M
order_variances = []
for order in permutations(range(len(w))):
    outcomes = comb_outcomes([w[i] for i in order], M)
    mean, var = mean_and_variance(
        outcomes, population_mean([energy[i] for i in order], M))
    assert mean == exact_energy
    order_variances.append(var)
shuffled = sum(order_variances) / len(order_variances)
noisier = sum(v > v_multi for v in order_variances)
print(f"Weighted energy before resampling: {float(exact_energy):.5f} Eh")
print(f"Mean after comb: {float(e_comb):.5f} Eh")
print(f"Mean after multinomial: {float(e_multi):.5f} Eh")
print(f"Energy noise (std), multinomial: {sqrt(v_multi):.5f} Eh")
print(f"Energy noise (std), comb, listed order: {sqrt(v_comb):.5f} Eh")
print(f"Comb, quietest order: {sqrt(min(order_variances)):.5f} Eh")
print(f"Comb, noisiest order: {sqrt(max(order_variances)):.5f} Eh")
print(f"Comb, shuffled (rms over orders): {sqrt(shuffled):.5f} Eh")
print(f"Orders noisier than multinomial: {noisier} of {len(order_variances)}")

# ---- random weights, including zeros and N different from M
rng = random.Random(7)
sets = pairs = 0
while sets < 60:
    size, copies = rng.randint(1, 5), rng.randint(1, 5)
    trial = [F(rng.randint(0, 20), 10) for _ in range(size)]
    if sum(trial) == 0:
        continue
    sets += 1
    trial_comb = comb_outcomes(trial, copies)
    trial_multi = multinomial_outcomes(trial, copies)
    for i in range(size):
        share = trial[i] / sum(trial)
        m = copies * share
        r = m - floor(m)
        mean_c, var_c = mean_and_variance(trial_comb, lambda n: n[i])
        mean_m, var_m = mean_and_variance(trial_multi, lambda n: n[i])
        assert mean_c == mean_m == m and var_c == r * (1 - r)
        assert all(abs(n[i] - m) < 1 for _, n in trial_comb)
        if copies > 1 and 0 < share < 1:
            assert var_c < var_m
        else:
            assert var_c == var_m
        pairs += 1
print(f"Random tests: {sets} weight sets, {pairs} copy numbers")

# ---- equal weights, one copy per walker on average
equal = [F(1)] * M
assert all(n == (1,) * M for _, n in comb_outcomes(equal, M))
lost = average(multinomial_outcomes(equal, M), lambda n: F(n.count(0), M))
assert lost == (1 - F(1, M)) ** M
print(f"Equal weights, multinomial lost fraction, M = {M}: {float(lost):.4f}")
print(f"Same, M = 100: {(1 - 1/100)**100:.4f}; limit 1/e: {exp(-1):.4f}")

# ---- alternating property: the comb can be noisier than multinomial
teeth = 4
flat = [F(1)] * (2 * teeth)
signs = [(-1) ** i for i in range(2 * teeth)]
flat_comb = comb_outcomes(flat, teeth)
mean_c, alt_comb = mean_and_variance(flat_comb, population_mean(signs, teeth))
mean_m, alt_multi = mean_and_variance(
    multinomial_outcomes(flat, teeth), population_mean(signs, teeth))
arrangements = []
for plus in combinations(range(2 * teeth), teeth):
    values = [1 if i in plus else -1 for i in range(2 * teeth)]
    mean, var = mean_and_variance(flat_comb, population_mean(values, teeth))
    assert mean == 0
    arrangements.append(var)
alt_shuffled = sum(arrangements) / len(arrangements)
assert mean_c == mean_m == 0
assert alt_comb == 1 and alt_multi == F(1, teeth)
assert alt_shuffled == F(1, 2 * teeth - 1)
print(f"Alternating signs, N = {2*teeth}, M = {teeth}: variance of average")
print(f"  comb {float(alt_comb):.4f}, multinomial {float(alt_multi):.4f},"
      f" shuffled comb {float(alt_shuffled):.4f}")

# ---- two-step walk: move, reweight, comb, move, reweight
move = [[F("0.8"), F("0.3")], [F("0.2"), F("0.7")]]  # move[new][old]
factor = [F("1.2"), F("0.7")]                         # weight factor of new state
start = (0, 0, 1)


def all_moves(states):
    for new in product(range(2), repeat=len(states)):
        prob = F(1)
        for y, x in zip(new, states):
            prob *= move[y][x]
        yield prob, new


def walk_average(reset_weights):
    """Expected weight on each state after two steps with a comb between."""
    result = [F(0), F(0)]
    for p1, states in all_moves(start):
        weights = [factor[y] for y in states]
        copy_weight = F(1) if reset_weights else sum(weights) / len(start)
        for p2, counts in comb_outcomes(weights, len(start)):
            copies = [y for y, n in zip(states, counts) for _ in range(n)]
            for p3, final in all_moves(copies):
                for y in final:
                    result[y] += p1 * p2 * p3 * copy_weight * factor[y]
    return result


propagator = np.array([[float(factor[y] * move[y][x]) for x in range(2)]
                       for y in range(2)])
exact = propagator @ propagator @ np.array([start.count(0), start.count(1)])
kept = np.array([float(v) for v in walk_average(False)])
reset = np.array([float(v) for v in walk_average(True)])
assert np.allclose(kept, exact, rtol=0, atol=1e-12)
fraction_exact = exact[0] / exact.sum()
fraction_reset = reset[0] / reset.sum()
assert fraction_reset < fraction_exact - 1e-6
print("Two-step walk: start states 1,1,2; weight factors"
      f" {float(factor[0]):.1f}, {float(factor[1]):.1f}")
print(f"  stay probabilities {float(move[0][0]):.1f}, {float(move[1][1]):.1f}")
print(f"  exact weights on states 1, 2: {exact[0]:.5f}, {exact[1]:.5f}")
print(f"  with comb, copies W/M:        {kept[0]:.5f}, {kept[1]:.5f}")
print(f"  share of state 1, exact:      {fraction_exact:.5f}")
print(f"  share, copies reset to one:   {fraction_reset:.5f}")

print("every check passed")
```

Output:

```
Walkers N = 6, copies M = 6, total weight W = 7.50
Weight of each copy W/M = 1.2500
Comb: range of offset u, copy numbers of walkers 1-6
  0.00-0.24  (1, 0, 1, 1, 1, 2)
  0.24-0.40  (0, 1, 1, 1, 1, 2)
  0.40-0.44  (0, 1, 1, 0, 2, 2)
  0.44-0.72  (0, 1, 0, 1, 2, 2)
  0.72-0.84  (0, 0, 1, 1, 2, 2)
  0.84-1.00  (0, 0, 1, 1, 1, 3)
i, weight, energy (Eh), expected copies m
  1 0.3 -1.20 0.24
  2 0.6 -1.10 0.48
  3 0.9 -1.16 0.72
  4 1.2 -1.08 0.96
  5 1.8 -1.14 1.44
  6 2.7 -1.12 2.16
i, variance comb, variance multinomial, P(lost) comb, P(lost) multin.
  1 0.1824 0.2304 0.7600 0.7828
  2 0.2496 0.4416 0.5200 0.6064
  3 0.2016 0.6336 0.2800 0.4644
  4 0.0384 0.8064 0.0400 0.3513
  5 0.2464 1.0944 0.0000 0.1927
  6 0.1344 1.3824 0.0000 0.0687
Sum of variances: comb 1.0528, multinomial 4.5888
Weighted energy before resampling: -1.12480 Eh
Mean after comb: -1.12480 Eh
Mean after multinomial: -1.12480 Eh
Energy noise (std), multinomial: 0.01161 Eh
Energy noise (std), comb, listed order: 0.00761 Eh
Comb, quietest order: 0.00299 Eh
Comb, noisiest order: 0.00905 Eh
Comb, shuffled (rms over orders): 0.00640 Eh
Orders noisier than multinomial: 0 of 720
Random tests: 60 weight sets, 173 copy numbers
Equal weights, multinomial lost fraction, M = 6: 0.3349
Same, M = 100: 0.3660; limit 1/e: 0.3679
Alternating signs, N = 8, M = 4: variance of average
  comb 1.0000, multinomial 0.2500, shuffled comb 0.1429
Two-step walk: start states 1,1,2; weight factors 1.2, 0.7
  stay probabilities 0.8, 0.7
  exact weights on states 1, 2: 2.46600, 0.69650
  with comb, copies W/M:        2.46600, 0.69650
  share of state 1, exact:      0.77976
  share, copies reset to one:   0.76976
every check passed
```
